Why HD⁺ Is Far More Polarizable than H₂⁺ in Its Ground Level

**Q:** I regard the static polarizability of a molecular ion as an electronic property. I hold the nuclei at their equilibrium distance, apply a field, find the response of the electron and average over orientations. H₂⁺ and HD⁺ have the same electron and the same nuclear charges, so their polarizabilities should agree apart from small mass corrections.

**A:** The clamped quantity you describe is indeed the same for both ions. But a free molecule in its lowest level also responds by moving its nuclei, and your procedure forbids that. Whether this response is large depends on whether the field couples directly to the rotation of the molecule.

Let me fix what is being compared. I take the level with no vibrational excitation and total angular momentum J = 0, ignoring spin. The polarizability α is defined by the energy shift −αF²/2 in a weak static field F along Z. The algebra is in atomic units. Numerical polarizabilities are volumes, α/(4πε₀), in Å³. The model is nonrelativistic, with two point nuclei and one electron.

**Q:** The ion is charged, so a field accelerates it. What does its polarizability even mean?

**A:** It refers to the internal energy, once the motion of the centre of mass is removed. Let nucleus a be the proton, nucleus b the proton or deuteron, C their midpoint, R the vector from a to b, and r the electron position measured from C. The nuclei sit at C − R/2 and C + R/2. With M = Ma + Mb + 1, the centre of mass is

X = C + [(Mb − Ma)R/2 + r]/M.

The total dipole is the sum of charge times position:

D = (C − R/2) + (C + R/2) − (C + r) = C − r.

The total charge is +1, so I write D = X + d. The coupling −F·X accelerates the ion as a whole and leaves the internal state alone. The internal dipole is

d = C − r − X = −(1 + 1/M) r − λR, λ = (Mb − Ma)/(2M).

For H₂⁺, λ = 0. For HD⁺, λ = 0.1665: the midpoint of the two equal charges is displaced from the centre of mass by about one sixth of the bond length.

**Q:** I can shift the origin of a dipole as I like. With fixed nuclei, −λR is a constant and cannot affect a polarizability.

**A:** With fixed nuclei that is right. A constant has no matrix element between two orthogonal electronic states, so it drops out of the second-order energy. Once the nuclei move, R is a dynamical variable, and −λR connects different rotational states.

The second-order shift for the perturbation −F d_Z is

E₂ = −F² Σₙ |⟨n|d_Z|0⟩|²/(Eₙ − E₀),

and comparison with −αF²/2 gives

α = 2 Σₙ |⟨n|d_Z|0⟩|²/(Eₙ − E₀).

The sum includes the continuum. There is no first-order shift, because d changes sign when R and r are both inverted, while the ground level has definite parity. Since d is a vector, it takes J = 0 to J = 1 with opposite parity. Those states have the form e·(R A + r B), where e is the field direction and A and B are scalar functions of the particle distances.

**Q:** Where is my clamped polarizability in that sum?

**A:** Use the Born–Oppenheimer form to see it. Let φₖ(r;R) be the electronic states with energies εₖ(R), where ε₀ and εₖ include the nuclear repulsion, and let the ground level be χ₀(R)φ₀(r;R). The intermediate states fall into two groups.

In the first group the electron is excited, k ≠ 0. The term −λR_Z drops out by orthogonality, as you said. Neglecting 1/M, the electronic matrix element is mₖ(R) = −⟨φₖ|r_Z|φ₀⟩. The nuclear part of the first-order response must solve

(T + εₖ − E₀) u = mₖχ₀,

with T the nuclear kinetic energy. Try u = gχ₀ with g = mₖ/(εₖ − ε₀). Because (T + ε₀ − E₀)χ₀ = 0,

(T + εₖ − E₀) gχ₀ = (εₖ − ε₀) gχ₀ + [T, g]χ₀ = mₖχ₀ + [T, g]χ₀.

The commutator carries the inverse nuclear mass, and I drop it. The contribution to α is then

∫ |χ₀|² 2 Σₖ |mₖ|²/(εₖ − ε₀) dR = ⟨α_cl(R)⟩.

For a molecular axis at angle θ to the field, the clamped response is α_par cos²θ + α_perp sin²θ. A J = 0 state has all orientations equally likely, with ⟨cos²θ⟩ = 1/3 and ⟨sin²θ⟩ = 2/3, so

α_cl(R) = (α_par + 2α_perp)/3.

This is your quantity, averaged over the zero-point vibration.

In the second group the electron stays in φ₀ and the nuclei change state. The mean of r in φ₀ is zero by symmetry about the midpoint, so the coupling is −λR_Z. Your calculation leaves this group out.

**Q:** For H₂⁺ the second group vanishes, then. Does the clamped value work?

**A:** It works if you average over vibration. At the clamped equilibrium distance, 1.0569 Å, the parallel and perpendicular values are 0.7494 and 0.2600 Å³, so

α_cl = (0.7494 + 2 × 0.2600)/3 = 0.4231 Å³.

The vibrational average is 0.4699 Å³. A variational solution of the three-body problem, with no Born–Oppenheimer separation, gives 0.4696 Å³, or 3.169 a₀³. That is 11% above the equilibrium value, but only 0.08% below the vibrational average.

**Q:** Why does zero-point motion matter by a tenth?

**A:** The clamped polarizability rises with distance, and the mean distance, 1.0922 Å, exceeds the equilibrium one by 0.0353 Å. At 1.05835 Å the components are 0.75243 and 0.26046 Å³, with mean 0.42445 Å³. The slope near equilibrium is therefore about

(0.42445 − 0.42313)/(1.05835 − 1.05687) ≈ 0.9 Å².

Multiplied by 0.0353 Å this gives about 0.03 Å³, roughly two thirds of the increase of 0.047 Å³. The rest comes from the nonlinearity of α_cl(R) across the spread of distances.

**Q:** But H₂⁺ can rotate too. Why does its nearby J = 1 level not contribute?

**A:** Exchange the two nuclei: R → −R with r unchanged. For equal masses the Hamiltonian is unchanged, and so is d = −(1 + 1/M)r. The ground level is even under this exchange. The lowest J = 1 level is, to a first approximation, R_Z times a function of |R| times φ₀. The electronic function φ₀ is even under the exchange and R_Z is odd, so the level is odd. Its transition moment from the ground level vanishes. Exchange is a symmetry of the full three-body Hamiltonian, so this conclusion does not rest on the approximate form. The numerical solution did not impose exchange symmetry, and it passed a test that this moment is zero to within 10⁻⁶ e·Å.

The J = 1 level lies only 0.00722 eV up, but a small energy denominator does nothing when the numerator is zero.

**Q:** And for HD⁺?

**A:** There the numerator is not zero. Take the first J = 1 level on the same electronic curve, and neglect the small change of the vibrational function. From here on M denotes the quantum number of the angular momentum along the field, not the total mass. The normalized angular functions are 1 for J = 0 and √3 cosθ for J = 1, M = 0, with the norm defined as an average over the sphere. Thus

⟨1|cosθ|0⟩ = √3⟨cos²θ⟩ = 1/√3,

and |⟨1|d_Z|0⟩|² = (λ⟨R⟩)²/3. With the level spacing ΔE,

α_rot = 2(λ⟨R⟩)²/(3ΔE).

The rotational energy is J(J + 1)/(2μR²), where μ is the reduced mass of the nuclei. For J = 1 its mean is ⟨R⁻²⟩/μ, which is 2B in terms of the rotational constant B. With d₀ = λ⟨R⟩,

α_rot ≈ d₀²/(3B).

Now the numbers. The mean distance is 1.0874 Å, so d₀ = 0.16653 × 1.0874 = 0.1811 e·Å. The computed spacing is 0.005438 eV. In these units the Coulomb factor e²/(4πε₀) = 14.40 eV·Å is needed:

α_rot = 14.40 × 2 × 0.1811²/(3 × 0.005438) ≈ 57.9 Å³.

With ⟨R⁻²⟩/μ as the spacing, the estimate is 57.8 Å³. Adding the vibrationally averaged electronic part, 0.463 Å³, gives about 58.3 Å³. The full three-body value is 58.58 Å³, or 395.3 a₀³, about 125 times that of H₂⁺.

**Q:** So the Born–Oppenheimer approximation fails badly for HD⁺.

**A:** No. The estimate of 58.3 Å³ has the Born–Oppenheimer form, rotation within one electronic state plus a clamped electronic response, and is within 1% of the three-body value. Only its averages over R were taken from the three-body ground state. What fails is clamping the nuclei. "Nonadiabatic" describes how the full number is computed; it does not say that electron–nuclear coupling causes its size.

That coupling does make a small contribution. For internal functions, the gradients with respect to the three particle positions are

∇_a = −(∇_R + ∇_r/2), ∇_b = ∇_R − ∇_r/2, ∇_e = ∇_r.

For a real function Ψ, the kinetic energy density is the sum of the squared gradients, each divided by twice the particle's mass. Expanding the squares gives

|∇_RΨ|²/(2μ) + [1/2 + 1/(8μ)]|∇_rΨ|² + ½(1/Ma − 1/Mb) ∇_RΨ·∇_rΨ.

The last term changes sign under r → −r at fixed R. Everything else in the field-free Hamiltonian is unchanged, because that reflection swaps the electron's distances to two equal charges. For unequal masses the last term therefore mixes electronic states that are even and odd about the midpoint, and the r part of the rotational transition moment no longer vanishes.

Converted to a dipole along the axis, the three-body transition moment has 0.18116 e·Å from −λR and 0.00026 e·Å from the electron. They have the same sign. The electron's part is itself the sum of an axial term, +0.00031 e·Å, and a term from the component perpendicular to the axis, −0.00005 e·Å. The axial term matches the mean displacement of the electron in the ground level. Since −λR points from deuteron to proton, the negative electron is shifted along the axis by about 0.0003 Å towards the deuteron. The correction is 0.14% of the dipole and, because the dipole enters squared, 0.29% of this contribution, about 0.17 Å³. The coupling also shifts the spacing and the mean distance slightly. A calculation done entirely on the Born–Oppenheimer curve gives 58.36 Å³, about 0.21 Å³ below the three-body value.

**Q:** Do the pieces then add up?

**A:** Almost. The first J = 1 level, with the full dipole of 0.1814 e·Å, contributes 58.10 Å³, or 99.2% of the total. Adding the clamped average of 0.463 Å³ leaves 0.013 Å³ unaccounted for. Vibrationally excited J = 1 levels also belong to the second group and contribute positively. I expect them to supply most of this remainder, but I have not separated their sum.

**Q:** HD⁺ is also heavier than H₂⁺ and has a smaller rotational spacing. How do you know that the offset of the centres is the cause?

**A:** Change one thing at a time. Take a fictitious ion with two equal nuclear masses, chosen to give the reduced mass of HD⁺. Its rotational spacing is 0.005438 eV, the same as in HD⁺ to four digits, and its mean distance is 1.0874 Å. Its three-body polarizability is only 0.4629 Å³, or 3.124 a₀³. The closely spaced levels remain, but the large response disappears with the offset. Once the transition is allowed, the size of the response depends on both the dipole and the spacing, as d₀²/(3B) shows.

**Q:** How far can the three-body number be trusted?

**A:** Within the stated model, a smaller basis gives 58.579 Å³ for HD⁺, against 58.578 Å³. Separately, the clamped components at 1.05835 Å agree with a Gaussian-basis calculation to about 0.3%.

One can also return to the definition and find the energy in a field of 0.00103 V/Å. That gives 58.556 Å³, lower by 0.04%, and the difference can be traced. This calculation kept J = 0 and J = 1 states only. For two levels separated by ΔE and coupled by V, the lower energy is

ΔE/2 − ½√(ΔE² + 4V²) ≈ −(V²/ΔE)(1 − V²/ΔE²).

Here V² = (dF)²/3, with d the full axial dipole, and dF/ΔE = 0.00103/0.0300 = 0.034. The relative reduction is 0.034²/3 ≈ 0.0004, as found. The omitted J = 2 states enter at the same fourth order in the field, and in the rigid rotor they bring the reduction down to about 0.03%. Because this calculation uses the same basis, it checks the sum over states and not the basis itself. Relativity, spin, nuclear size and radiative effects are outside the model.

**Q:** May I use 395 a₀³ for HD⁺ in general?

**A:** Only for the J = 0 level without vibrational excitation, and only in a weak static field. Consider J = 1 in the rigid-rotor model, with energies BJ(J + 1) and coupling −d₀F cosθ. I need the squared matrix elements of cosθ.

For M = 0 the state is √3 cosθ. Multiplying by cosθ gives squared norm 3⟨cos⁴θ⟩ = 3/5. Of this, 1/3 belongs to J = 0, which leaves 3/5 − 1/3 = 4/15 for J = 2. The energy differences are −2B and +4B, so

α(1,0) = 2(d₀²/B)[(1/3)/(−2) + (4/15)/4] = −d₀²/(5B).

For |M| = 1 the state is √(3/2) sinθ e^(±iφ). Multiplying by cosθ gives a pure J = 2 function with squared norm (3/2)(1/3 − 1/5) = 1/5. Therefore

α(1,±1) = 2(d₀²/B)(1/5)/4 = d₀²/(10B).

The sum over M is −1/5 + 1/10 + 1/10 = 0. An equal mixture of the three J = 1 states has no rotational polarizability in this model, although each state alone has a large one. In the non-rigid molecule the cancellation is not exact, and about 0.1 Å³ remains. The spin couplings ignored here also mix the M states in a weak field, so the M-resolved values belong to the spinless model. For HD⁺, scaling 57.8 Å³ by the ratio to the J = 0 value d₀²/(3B) gives about −35 Å³ for M = 0 and +17 Å³ for each |M| = 1 state. The negative sign arises because the field pushes the M = 0 state up, away from J = 0, more strongly than J = 2 pushes it down.

**Q:** And what counts as a weak field?

**A:** The energy dF must be small compared with the rotational spacing. They are equal at

F = 0.005438 eV/(0.1814 e·Å) = 0.0300 V/Å,

or 3 × 10⁸ V/m. There the rigid-rotor shift is already only 84% of the quadratic prediction. In a much stronger field the rotor shift cannot keep growing as F², because |cosθ| ≤ 1 limits the lowering to d₀F. The large polarizability and its limited range have the same origin: a dipole about the centre of mass that is free to turn towards the field. The numerical output below gives the values for all three ions.

Computed values

```
Polarizabilities are volumes, alpha/(4 pi eps0)
proton mass / electron mass       1836.1527
deuteron mass / electron mass     3670.4830
clamped equilibrium distance      1.05687 angstrom
clamped parallel, equilibrium     0.74943 angstrom^3
clamped perpendicular, equil.     0.25999 angstrom^3
clamped orientation mean, equil.  0.42313 angstrom^3
  the same                        2.8555 a0^3
check at R = 1.05835 angstrom, spheroidal then Gaussian basis:
  parallel      0.75243  0.75268 angstrom^3
  perpendicular 0.26046  0.25964 angstrom^3
H2+:
  ground energy, three-body       -16.248982 eV
  J=0 to J=1 spacing              0.0072198 eV
  mean nuclear distance           1.09218 angstrom
  clamped value, vibration mean   0.46993 angstrom^3
  three-body polarizability       0.46956 angstrom^3
  the same                        3.1687 a0^3
HD+:
  ground energy, three-body       -16.269632 eV
  J=0 to J=1 spacing              0.0054379 eV
  mean nuclear distance           1.08736 angstrom
  clamped value, vibration mean   0.46319 angstrom^3
  three-body polarizability       58.57835 angstrom^3
  the same                        395.3063 a0^3
equal-mass control:
  ground energy, three-body       -16.269630 eV
  J=0 to J=1 spacing              0.0054381 eV
  mean nuclear distance           1.08736 angstrom
  clamped value, vibration mean   0.46319 angstrom^3
  three-body polarizability       0.46292 angstrom^3
  the same                        3.1239 a0^3
HD+ analysis:
  lam (offset / distance)         0.166526
  dipole, nuclear-offset part     0.181160 e angstrom
  dipole, electron-shift part     0.000259 e angstrom
  dipole, total for J=0 to 1      0.181420 e angstrom
  first J=1 level contributes     58.1025 angstrom^3
  share of first J=1 level        99.188 %
  rotor estimate of the excess    57.8197 angstrom^3
  three-body minus clamped mean   58.1152 angstrom^3
  from energy in a weak field     58.5555 angstrom^3
  weak field used                 1.028e-03 V/angstrom
  smaller basis gives             58.5788 angstrom^3
  dipole sum rule, sum and exact  1.000636 1.000635
  field with dipole*F = spacing   0.02997 V/angstrom
  rotor shift there / quadratic   0.8359
Rigid rotor polarizability in units dipole^2/B:
  J=0: 0.33333   J=1,M=0: -0.20000   J=1,|M|=1: 0.10000
```
